# Why Energy Error Follows Variance, and When the Line Bends: test program

```python
"""
Result under test: for a trial state with energy error e and variance V,
    V = D_j*e + sum_k w_k*D_k*(D_k-D_j) - e**2,
where w_k are eigenstate weights and D_k are gaps from the ground level.
Thus e is approximately V/D_j if level j dominates both energy and variance.
The program also tests the causes of curvature and of wrong intercepts.
Three-level energies are in eV; oscillator energies are in hbar*omega.
"""
import numpy as np
from scipy.linalg import expm


def measure(hamiltonian, state):
    """Energy and variance from a matrix-vector product and its residual."""
    h_state = hamiltonian @ state
    norm = np.vdot(state, state).real
    energy = np.vdot(state, h_state).real / norm
    residual = h_state - energy * state
    return energy, np.vdot(residual, residual).real / norm


def secant(point_a, point_b):
    """Zero-variance intercept and slope for two (error, variance) points."""
    slope = (point_b[0] - point_a[0]) / (point_b[1] - point_a[1])
    return point_a[0] - slope * point_a[1], slope


ground = -10.0
gaps = np.array([0.0, 1.0, 5.0])
direction = np.array([1.0, 2.0, 3.0])
vectors = np.eye(3) - 2 * np.outer(direction, direction) / (direction @ direction)


def make_matrix(level_gaps):
    return vectors @ np.diag(ground + level_gaps) @ vectors.T


H = make_matrix(gaps)


def make_state(w2, w3):
    return vectors @ np.sqrt(np.array([1 - w2 - w3, w2, w3]))


def point(state, matrix=H):
    energy, variance = measure(matrix, state)
    return energy - ground, variance


print(f"Model E1 = {ground:.1f} eV; gaps D2, D3 = {gaps[1]:.1f}, {gaps[2]:.1f} eV")

# A single excited component: exact parabola and its small-variance expansion.
D = gaps[2]
print("Only level 3 admixed: weight, e (eV), V (eV^2), V/D3 (eV)")
single = {}
for p in (0.01, 0.10, 0.20, 0.50):
    e, V = point(make_state(0.0, p))
    single[p] = (e, V)
    if p < 0.5:
        root = D / 2 * (1 - np.sqrt(1 - 4 * V / D**2))
        assert abs(e - root) < 1e-11
    print(f"  {p:.2f}  {e:.5f}  {V:.5f}  {V/D:.5f}")
e, V = single[0.01]
assert abs((e - V / D) / (V**2 / D**3) - 1) < 0.05  # next order is about 2p
assert abs(single[0.50][1] - D**2 / 4) < 1e-11
assert single[0.50][1] > point(make_state(0, 0.49))[1]
assert single[0.50][1] > point(make_state(0, 0.51))[1]
low_intercept, low_slope = secant(single[0.10], single[0.20])
ea, eb = single[0.10][0], single[0.20][0]
assert abs(low_intercept + ea * eb / (D - ea - eb)) < 1e-11
assert low_intercept < 0
print(f"Secant, weights 0.10 and 0.20: slope = {low_slope:.5f} eV^-1")
print(f"  extrapolated error = {low_intercept:.5f} eV")

# General identity and energy bounds, using a random complex matrix.
rng = np.random.default_rng(12)
raw = rng.normal(size=(12, 12)) + 1j * rng.normal(size=(12, 12))
random_H = (raw + raw.conj().T) / 2
levels, eigenvectors = np.linalg.eigh(random_H)
random_gaps = levels - levels[0]
for trial in range(20):
    noise = rng.normal(size=12) + 1j * rng.normal(size=12)
    state = eigenvectors[:, 0] + 0.05 * noise / np.linalg.norm(noise)
    energy, V = measure(random_H, state)
    e = energy - levels[0]
    weights = abs(eigenvectors.conj().T @ state)**2
    weights /= weights.sum()
    for Dj in random_gaps[1:]:
        mixture = np.sum(weights * random_gaps * (random_gaps - Dj))
        assert abs(V - (Dj * e + mixture - e**2)) < 1e-10
    mean_gap = np.sum(weights * random_gaps**2) / np.sum(weights * random_gaps)
    assert abs(e - V / (mean_gap - e)) < 1e-10
    assert e < random_gaps[1]
    assert V / (random_gaps[-1] - e) <= e + 1e-12
    assert e <= V / (random_gaps[1] - e) + 1e-12

# Weight dominance alone does not imply dominance in energy and variance.
e, V = point(make_state(0.01, 0.001))
assert e / V < 0.5 / gaps[1]
print("Weights w2 = 0.010, w3 = 0.001:")
print(f"  e = {e:.5f} eV, V = {V:.5f} eV^2, e/V = {e/V:.5f} eV^-1")

# A fixed mixture gives a common slope even without one dominant level.
fixed_a = point(make_state(0.001, 0.001))
fixed_b = point(make_state(0.002, 0.002))
fixed_intercept, fixed_slope = secant(fixed_a, fixed_b)
fixed_gap = np.sum(gaps[1:]**2) / np.sum(gaps[1:])
tiny = point(make_state(1e-4, 1e-4))
assert abs(tiny[0] / tiny[1] * fixed_gap - 1) < 1e-3
assert abs(fixed_intercept) < 1e-4
print(f"Fixed 1:1 mixture: mean gap = {fixed_gap:.5f} eV")
print(f"  1/mean gap = {1/fixed_gap:.5f} eV^-1")
print(f"  secant slope (w = 0.001, 0.002) = {fixed_slope:.5f} eV^-1")
print(f"  extrapolated error = {fixed_intercept:.7f} eV")

# A low component that stalls gives a straight but displaced line.
stalled_a = point(make_state(0.01, 0.001))
stalled_b = point(make_state(0.01, 0.002))
stalled_intercept, stalled_slope = secant(stalled_a, stalled_b)
predicted = 0.01 * gaps[1] * (1 - gaps[1] / gaps[2])
assert abs(stalled_intercept / predicted - 1) < 0.01
print("Stalled w2 = 0.010, while w3 goes from 0.002 to 0.001:")
print(f"  secant slope = {stalled_slope:.5f} eV^-1")
print(f"  extrapolated error = {stalled_intercept:.6f} eV")
print(f"  leading-order prediction = {predicted:.6f} eV")

# Imaginary-time filtering changes the mixture and hence the slope.
start = make_state(0.01, 0.01)


def filtered(tau, matrix=H):
    return expm(-tau * (matrix - ground * np.eye(3))) @ start


print("Filtering, w2 = w3 = 0.01 at start:")
print("  tau (1/eV), e (eV), V (eV^2), e/V (1/eV), mean gap (eV)")
means = []
for tau in (0.0, 0.1, 0.25, 0.5, 1.0, 1.25):
    e, V = point(filtered(tau))
    means.append((V + e**2) / e)
    print(f"  {tau:.2f}  {e:.7f}  {V:.7f}  {e/V:.5f}  {means[-1]:.5f}")
assert np.all(np.diff(means) < 0)
early, early_slope = secant(point(filtered(0.0)), point(filtered(0.1)))
late, late_slope = secant(point(filtered(1.0)), point(filtered(1.25)))
assert early > 0 and abs(late) < 0.02 * early
assert late_slope > early_slope
print(f"Early secant (tau 0, 0.1): slope = {early_slope:.5f} eV^-1")
print(f"  extrapolated error = {early:.6f} eV")
print(f"Late secant (tau 1, 1.25): slope = {late_slope:.5f} eV^-1")
print(f"  extrapolated error = {late:.7f} eV")


def measured_mean_gap(tau):
    e, V = point(filtered(tau))
    return (V + e**2) / e


step = 1e-4
derivative = (measured_mean_gap(0.2 + step)
              - measured_mean_gap(0.2 - step)) / (2 * step)
weights = (vectors.T @ filtered(0.2))**2
q = weights * gaps
q /= q.sum()
gap_variance = np.sum(q * gaps**2) - np.sum(q * gaps)**2
assert abs(derivative / (-2 * gap_variance) - 1) < 1e-5

# Leading correction near zero variance for two different gap ratios.
print("Last correction e - V/D2 during filtering:")
for upper_gap, factors, power, sign in (
        (1.5, (1e-4, 1e-5), 1.5, -1), (5.0, (1e-2, 1e-3), 2.0, 1)):
    matrix = make_matrix(np.array([0.0, 1.0, upper_gap]))
    pairs = [point(filtered(-np.log(f) / 2, matrix), matrix) for f in factors]
    deviations = [e - V for e, V in pairs]  # D2 is 1 eV
    assert all(sign * value > 0 for value in deviations)
    exponent = (np.log(deviations[0] / deviations[1])
                / np.log(pairs[0][1] / pairs[1][1]))
    assert abs(exponent - power) < 0.02
    word = "positive" if deviations[1] > 0 else "negative"
    print(f"  D3/D2 = {upper_gap:.1f}: {word}, fitted power = {exponent:.3f}")

# Independent parts: multiple excitations can preserve a nearly straight line.
parts, p = 8, 0.05
angle = 0.4
rotation = np.array([[np.cos(angle), -np.sin(angle)],
                     [np.sin(angle), np.cos(angle)]])
local_H = rotation @ np.diag([0.0, D]) @ rotation.T
local_state = rotation @ np.sqrt(np.array([1 - p, p]))
local_ground = rotation[:, 0]
many_H = np.zeros((1, 1))
many_state = np.ones(1)
many_ground = np.ones(1)
for part in range(parts):
    many_H = (np.kron(many_H, np.eye(2))
              + np.kron(np.eye(len(many_H)), local_H))
    many_state = np.kron(many_state, local_state)
    many_ground = np.kron(many_ground, local_ground)
e, V = measure(many_H, many_state)
ground_weight = (many_ground @ many_state)**2
assert abs(V - (D * e - e**2 / parts)) < 1e-9
assert V > D**2 / 4  # impossible for one excited component with gap D
print(f"{parts} independent parts, gap {D:.1f} eV, excited weight {p:.2f} each:")
print(f"  e = {e:.5f} eV, V = {V:.5f} eV^2, e/V = {e/V:.5f} eV^-1")
print(f"  weight of total ground state = {ground_weight:.5f}")

# Quartic oscillator: parity decides which excited level controls the slope.
x = np.linspace(-6, 6, 121)
h = x[1] - x[0]
oscillator = np.diag(1 / h**2 + 0.5 * x**2 + 0.1 * x**4)
oscillator -= (np.eye(len(x), k=1) + np.eye(len(x), k=-1)) / (2 * h**2)
levels = np.linalg.eigvalsh(oscillator)
propagator = expm(-2.0 * oscillator)
even_E, even_V = measure(oscillator, propagator @ np.exp(-x**2))
odd_E, odd_V = measure(oscillator, propagator @ (x * np.exp(-x**2)))
even_ratio = (even_E - levels[0]) / even_V
assert abs(even_ratio * (levels[2] - levels[0]) - 1) < 1e-3
assert abs(even_ratio * (levels[1] - levels[0]) - 1) > 0.2
assert abs(odd_E - levels[1]) < 1e-4 and odd_V < 1e-4
print("Quartic oscillator x^2/2 + 0.1 x^4, energies in hbar*omega:")
print(f"  E1, E2, E3 = {levels[0]:.5f}, {levels[1]:.5f}, {levels[2]:.5f}")
print(f"  even start: e/V = {even_ratio:.5f} (hbar*omega)^-1")
print(f"  1/(E3-E1) = {1/(levels[2]-levels[0]):.5f} (hbar*omega)^-1")
print(f"  1/(E2-E1) = {1/(levels[1]-levels[0]):.5f} (hbar*omega)^-1")
print(f"  odd start: energy = {odd_E:.5f} hbar*omega")
print(f"  odd start: variance = {odd_V:.2e} (hbar*omega)^2")

print("all assertions hold")
```

Printed output:

```
Model E1 = -10.0 eV; gaps D2, D3 = 1.0, 5.0 eV
Only level 3 admixed: weight, e (eV), V (eV^2), V/D3 (eV)
  0.01  0.05000  0.24750  0.04950
  0.10  0.50000  2.25000  0.45000
  0.20  1.00000  4.00000  0.80000
  0.50  2.50000  6.25000  1.25000
Secant, weights 0.10 and 0.20: slope = 0.28571 eV^-1
  extrapolated error = -0.14286 eV
Weights w2 = 0.010, w3 = 0.001:
  e = 0.01500 eV, V = 0.03478 eV^2, e/V = 0.43134 eV^-1
Fixed 1:1 mixture: mean gap = 4.33333 eV
  1/mean gap = 0.23077 eV^-1
  secant slope (w = 0.001, 0.002) = 0.23173 eV^-1
  extrapolated error = -0.0000167 eV
Stalled w2 = 0.010, while w3 goes from 0.002 to 0.001:
  secant slope = 0.20141 eV^-1
  extrapolated error = 0.007996 eV
  leading-order prediction = 0.008000 eV
Filtering, w2 = w3 = 0.01 at start:
  tau (1/eV), e (eV), V (eV^2), e/V (1/eV), mean gap (eV)
  0.00  0.0600000  0.2564000  0.23401  4.33333
  0.10  0.0267993  0.1002603  0.26730  3.76796
  0.25  0.0103047  0.0268337  0.38402  2.61433
  0.50  0.0040820  0.0054352  0.75103  1.33558
  1.00  0.0013814  0.0013887  0.99471  1.00670
  1.25  0.0008371  0.0008372  0.99993  1.00091
Early secant (tau 0, 0.1): slope = 0.21263 eV^-1
  extrapolated error = 0.005480 eV
Late secant (tau 1, 1.25): slope = 0.98679 eV^-1
  extrapolated error = 0.0000110 eV
Last correction e - V/D2 during filtering:
  D3/D2 = 1.5: negative, fitted power = 1.490
  D3/D2 = 5.0: positive, fitted power = 1.999
8 independent parts, gap 5.0 eV, excited weight 0.05 each:
  e = 2.00000 eV, V = 9.50000 eV^2, e/V = 0.21053 eV^-1
  weight of total ground state = 0.66342
Quartic oscillator x^2/2 + 0.1 x^4, energies in hbar*omega:
  E1, E2, E3 = 0.55870, 1.76687, 3.13068
  even start: e/V = 0.38881 (hbar*omega)^-1
  1/(E3-E1) = 0.38881 (hbar*omega)^-1
  1/(E2-E1) = 0.82770 (hbar*omega)^-1
  odd start: energy = 1.76687 hbar*omega
  odd start: variance = 6.24e-06 (hbar*omega)^2
all assertions hold
```
